\section*{Two subband ladders of a [001] silicon delta layer}

\section{Definitions and the role of the valleys}

A sheet of ionised donors with areal density $N$ lies in the plane $z=0$ of silicon, with $z$ along $[001]$. The donor charge is smeared uniformly over the plane. An electron has potential energy $V(z)$, with $V\to0$ far away, so energies are measured from the distant conduction-band edge. The permittivity is $\varepsilon=\varepsilon_r\varepsilon_0$, and $e>0$.

Silicon has six conduction valleys, at distance $k_0$ from the zone centre along the cube axes. Each is taken as parabolic, with mass $m_l$ along its own axis and $m_t<m_l$ across it. Coupling between valleys is left out at first. The envelope equation of one valley is
\begin{equation}
\Big[-\frac{\hbar^2}{2m_x}\partial_x^2-\frac{\hbar^2}{2m_y}\partial_y^2-\frac{\hbar^2}{2m_z}\partial_z^2+V(z)\Big]F=EF .
\end{equation}
Since $V$ depends on $z$ alone, $F=e^{i(k_xx+k_yy)}\psi(z)$ separates it:
\begin{align}
E&=E_n+\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},\\
-\frac{\hbar^2}{2m_z}\psi_n''+V\psi_n&=E_n\psi_n .\label{eq:conf}
\end{align}
Here $k_x,k_y$ are counted from the valley minimum projected on the plane.

The two $\pm z$ valleys project to the centre of the two-dimensional zone and are called $\Gamma$. Their confinement mass is $m_z=m_l$, and both in-plane masses are $m_t$. The four $\pm x,\pm y$ valleys project to points at distance $k_0$ from the centre and are called $\Delta$. Their confinement mass is $m_z=m_t$, with in-plane masses $m_l$ and $m_t$. The same $V$ therefore produces two ladders.

Their order follows from normalised $\psi_n$. Differentiating $E_n=\langle\psi_n|H|\psi_n\rangle$ at fixed $V$ leaves only the derivative of $H$, because the terms from $\partial\psi_n$ add up to $E_n\,\partial\langle\psi_n|\psi_n\rangle=0$. With $T=-(\hbar^2/2m_z)\partial_z^2$,
\begin{equation}
\frac{dE_n}{dm_z}=\Big\langle\frac{\partial H}{\partial m_z}\Big\rangle=-\frac{\langle T\rangle}{m_z}<0 .\label{eq:hf}
\end{equation}
Level $n$ of the $\Gamma$ ladder thus lies below level $n$ of the $\Delta$ ladder. I count $n=0,1,2,\dots$ and call the levels $\Gamma_1,\Gamma_2,\dots$ and $\Delta_1,\Delta_2,\dots$.

\section{Simple case: an unscreened wedge}

Close to the sheet the electrons have not yet screened the donors. By symmetry half the flux leaves on each side, so the force on an electron is
\begin{equation}
G=\frac{e^2N}{2\varepsilon},\qquad V\simeq-\varphi_0+G|z| ,
\end{equation}
where $\varphi_0$ is the well depth. For $z>0$, put $z=\ell\eta$ with $\ell^3=\hbar^2/(2m_zG)$. Then $\hbar^2/(2m_z\ell^2)=G\ell$, and division of Eq.~\eqref{eq:conf} by $G\ell$ gives
\begin{equation}
\psi''=(\eta-a)\psi,\qquad a=\frac{E+\varphi_0}{G\ell}.
\end{equation}
The decaying solution is $\mathrm{Ai}(\eta-a)$. Even states need $\mathrm{Ai}'(-a)=0$ and odd states $\mathrm{Ai}(-a)=0$. These conditions alternate and give $a_0=1.019$, $a_1=2.338$, and so on. The height above the well bottom is
\begin{equation}
E_n+\varphi_0=a_n\Big(\frac{\hbar^2G^2}{2m_z}\Big)^{1/3}.\label{eq:wedge}
\end{equation}
In the wedge the heights of the two ladders have the ratio $(m_l/m_t)^{1/3}$. But the wedge rises without end: it has infinitely many levels and no band edge. Screening must supply both $\varphi_0$ and the outer part of the well.

\section{Generalization: the screened well}

Let $\varphi=-V$. I treat the electrons by the Thomas--Fermi approximation at zero temperature, without background doping or exchange. The chemical potential $\mu$ must lie at the distant band edge. If it were higher, electrons would fill the bulk. If it were lower, the density would end at a finite distance where $\varphi=-\mu>0$. Beyond that point a neutral layer has no field, and $\varphi$ could not fall to zero.

At a point where the local kinetic energy reaches $\varphi$, one valley fills an ellipsoid of volume $(4\pi/3)(2m_d\varphi/\hbar^2)^{3/2}$, with $m_d=(m_lm_t^2)^{1/3}$. Multiplying by two spins and six valleys and dividing by $8\pi^3$,
\begin{equation}
n=\frac{2}{\pi^2}\Big(\frac{2m_d\varphi}{\hbar^2}\Big)^{3/2}.\label{eq:tf}
\end{equation}
Poisson's equation is $\varphi''=(e^2/\varepsilon)[n-N\delta(z)]$. Off the sheet,
\begin{equation}
\varphi''=A\varphi^{3/2},\qquad A=\frac{2e^2}{\pi^2\varepsilon}\Big(\frac{2m_d}{\hbar^2}\Big)^{3/2},
\end{equation}
and the delta function, with even symmetry, requires $\varphi'(0^+)=-G$.

Multiply by $\varphi'$ and integrate from infinity, where $\varphi$ and $\varphi'$ vanish:
\begin{equation}
\tfrac12\varphi'^2=\tfrac25A\varphi^{5/2},\qquad \varphi'=-\sqrt{4A/5}\;\varphi^{5/4}\quad(z>0).
\end{equation}
Hence $(\varphi^{-1/4})'=-\tfrac14\varphi^{-5/4}\varphi'=\tfrac14\sqrt{4A/5}$ is constant, and
\begin{equation}
\varphi(z)=\frac{\varphi_0}{(1+|z|/z_0)^4},\qquad z_0^2=\frac{20}{A\sqrt{\varphi_0}} .\label{eq:well}
\end{equation}
The sheet condition is $4\varphi_0/z_0=G$, so $\varphi_0=e^2Nz_0/(8\varepsilon)$. Equation~\eqref{eq:well} also gives $\varphi_0=400/(A^2z_0^4)$. Equating the two,
\begin{equation}
z_0^5=\frac{3200\,\varepsilon}{A^2e^2N}=\frac{1600}{A^2G}.\label{eq:z0}
\end{equation}

Now set $z=z_0x$ and $E=-\varphi_0w$ in Eq.~\eqref{eq:conf} and divide by $\varphi_0$:
\begin{equation}
-\frac{1}{q^2}\psi''-\frac{\psi}{(1+|x|)^4}=-w\psi,\qquad q=\frac{z_0\sqrt{2m_z\varphi_0}}{\hbar}.\label{eq:scaled}
\end{equation}
The result for this well is
\begin{equation}
E_n^\Gamma=-\varphi_0w_n(q_\Gamma),\quad E_n^\Delta=-\varphi_0w_n(q_\Delta),\quad \frac{q_\Gamma}{q_\Delta}=\sqrt{\frac{m_l}{m_t}} .\label{eq:main}
\end{equation}
One set of functions $w_n$ serves both ladders. Because $\varphi_0z_0^2\propto Nz_0^3\propto N^{2/5}$, $q$ grows only as $N^{1/5}$.

\textit{Limit of large $q$.} The low levels then stay near the apex. With $G=4\varphi_0/z_0$ and $\hbar^2/(2m_z)=\varphi_0z_0^2/q^2$, Eq.~\eqref{eq:wedge} becomes
\begin{equation}
1-w_n\simeq a_n\Big(\frac{16}{q^2}\Big)^{1/3}=a_n\Big(\frac4q\Big)^{2/3}.\label{eq:apex}
\end{equation}
Direct diagonalization at $q=10^5$, and at $10^5\sqrt{m_t/m_l}$ with the masses used below, agrees with this within 1\% for the lowest even and odd levels. At finite $q$, convexity gives $(1+x)^{-4}\ge1-4x$ for $x\geq 0$. The true well lies nowhere above the wedge, so by the variational principle Eq.~\eqref{eq:apex} gives an upper bound on each energy.

\section{How many levels each ladder has}

At $w=0$, Eq.~\eqref{eq:scaled} can be solved in closed form. For $x>0$ let $u=1+x$, $t=q/u$, and try $\psi=u\sin t$. Since $t'=-t/u$,
\begin{align}
\psi'&=\sin t-t\cos t,\\
\psi''&=(t\sin t)\,t'=-\frac{t^2}{u}\sin t=-\frac{q^2}{u^4}\psi ,
\end{align}
as required. The second solution, $u\cos t$, grows linearly, while $u\sin t\to q$ stays bounded. A level enters the well when the bounded solution also fits its parity at $u=1$:
\begin{equation}
\text{odd: }\sin q=0,\qquad \text{even: }\tan q=q .\label{eq:thr}
\end{equation}
By Eq.~\eqref{eq:hf} a level that has entered does not leave as $m_z$, and with it $q$, increases. The lowest even level is bound for any $q>0$, as in every attractive one-dimensional well of this short range. The next thresholds are $q=\pi$, $4.493$, $2\pi$ and $7.725$. Since $q_\Gamma>q_\Delta$, the $\Gamma$ ladder has at least as many levels. Diagonalization at nine values of $q$ between 1.5 and 8.2 gave the predicted count each time.

\section{An approximate rule for the levels}

For $0<w<1$ let $k^2=q^2(u^{-4}-w)$, which vanishes at the turning point $x_t=w^{-1/4}-1$. Define $\zeta(x)$ by
\begin{equation}
\tfrac23\zeta^{3/2}=\int_x^{x_t}k\,dx',\qquad\text{so that}\quad \zeta\,\zeta'^2=k^2,
\end{equation}
and continue it smoothly to negative values beyond $x_t$. Try $\psi=g\,\mathrm{Ai}(-\zeta)$ with $g=|\zeta'|^{-1/2}$. As $\zeta'<0$, the argument $-\zeta$ has derivative $g^{-2}$, and
\begin{align}
\psi'&=g'\mathrm{Ai}+g^{-1}\mathrm{Ai}',\\
\psi''&=g''\mathrm{Ai}+(g'g^{-2}-g^{-2}g')\mathrm{Ai}'-\zeta g^{-3}\mathrm{Ai}
=\Big(\frac{g''}{g}-k^2\Big)\psi .
\end{align}
The last step uses $\mathrm{Ai}''(-\zeta)=-\zeta\,\mathrm{Ai}(-\zeta)$ and $g^{-4}=\zeta'^2$. If $g$ varies slowly, $g''/g$ may be dropped, and so may $g'$ in the even condition $\psi'(0)=0$. Then $\zeta(0)=a_n$, or
\begin{equation}
q\int_0^{x_t}\sqrt{(1+x)^{-4}-w_n}\;dx=\tfrac23a_n^{3/2}.\label{eq:rule}
\end{equation}
For large $n$ the right side tends to $(n+\tfrac12)\pi/2$, the usual half-integer phase. Within this rule, $w$ depends only on the phase divided by $q$. Both ladders sample the same curve, and the $\Gamma$ ladder does so more densely by the factor $\sqrt{m_l/m_t}$. For $q=40$ and $n=10$ the rule agrees with diagonalization within 0.002 in $w$. It is much rougher for a lowest level at small $q$, as the example shows. It also fails at the band edge. As $w\to0$ the integral tends to 1, so the rule admits level $n$ at $q=\tfrac23a_n^{3/2}=2.38,\ 3.90,\ 5.51,\ 7.06$ for $n=1,\dots,4$, earlier than the exact thresholds of Eq.~\eqref{eq:thr}. In the example it binds a level $\Delta_2$, at $-0.7$ meV, that does not exist. Levels should be counted with Eq.~\eqref{eq:thr}.

\section{Charge in the two ladders}

With in-plane masses $m_1,m_2$, the states below kinetic energy $K$ fill an ellipse of area $2\pi\sqrt{m_1m_2}\,K/\hbar^2$. Including spin, a subband of $g_v$ valleys holds
\begin{equation}
N_n=\frac{g_v\sqrt{m_1m_2}}{\pi\hbar^2}(E_F-E_n)\quad(E_F>E_n),\label{eq:dos}
\end{equation}
where $g_v\sqrt{m_1m_2}$ is $2m_t$ for $\Gamma$ and $4\sqrt{m_lm_t}$ for $\Delta$.

\textit{Limit of large $q$.} The subbands should then rebuild the density from which the well was made. With $E_F=0$ and $k_F=\sqrt{2m_z\varphi}/\hbar$, the sum over levels becomes a phase-space integral:
\begin{equation}
\sum_n|E_n|\to\int\frac{dz}{2\pi}\int_{-k_F}^{k_F}\Big(\varphi-\frac{\hbar^2k^2}{2m_z}\Big)dk=\frac{2}{3\pi}\int\varphi\,k_F\,dz .
\end{equation}
The charge involves $\sqrt{m_1m_2m_z}=m_t\sqrt{m_l}=m_d^{3/2}$ for both kinds of valley. Each valley contributes $(1/3\pi^2)\int(2m_d\varphi/\hbar^2)^{3/2}dz$, one sixth of Eq.~\eqref{eq:tf} integrated. The $\Gamma$ share tends to one third. At $10^5$ times the density of the example, which serves as a mathematical limit and not as a material, the summed charge is $1.001N$ and the $\Gamma$ share is 0.333.

\section{A phosphorus layer near a quarter monolayer}

A Si(001) plane has $2/(0.543\ \mathrm{nm})^2$ atoms per area, so a quarter monolayer is about $1.7\times10^{14}$ cm$^{-2}$. I take $N=1.5\times10^{14}$ cm$^{-2}$ and the rough values $m_l=0.92\,m_0$, $m_t=0.19\,m_0$, $\varepsilon_r=11.7$. Then $G=1.16$ eV/nm, a field of 11.6 MV/cm at the sheet, and $A=7.68$ eV$^{-1/2}$nm$^{-2}$. Equations~\eqref{eq:z0} and \eqref{eq:well} give
\begin{align}
z_0&=\Big(\frac{1600}{7.68^2\times1.16}\Big)^{1/5}\mathrm{nm}=1.88\ \mathrm{nm},\\
\varphi_0&=\tfrac14(1.16)(1.878)\ \mathrm{eV}=0.545\ \mathrm{eV}.
\end{align}
With $\hbar^2/2m_0=0.0381$ eV\,nm$^2$,
\begin{equation}
q_\Gamma=1.878\sqrt{\frac{0.92\times0.5447}{0.0381}}=6.81,\qquad q_\Delta=\frac{6.81}{2.20}=3.10 .
\end{equation}
The thresholds give four $\Gamma$ levels, since $2\pi<6.81<7.725$, and one $\Delta$ level, since $3.10<\pi$. In this model $\Delta_2$ appears at $N(\pi/q_\Delta)^5=1.61\times10^{14}$ cm$^{-2}$, close to the quarter monolayer. This threshold is fragile. Other common values of the masses and permittivity move it to about $1.7\times10^{14}$ cm$^{-2}$, and the Hartree well described below, whose tail is shorter, binds only three $\Gamma$ levels and one $\Delta$ level at both $1.5$ and $1.7\times10^{14}$ cm$^{-2}$. The energies, in meV, are:

\begin{center}
\begin{tabular}{lccc}
Level & Numerical & Eq.~\eqref{eq:rule} & Half-integer\\
$\Gamma_1$ & $-262$ & $-241$ & $-220$\\
$\Gamma_2$ & $-49.5$ & $-52.1$ & $-53.5$\\
$\Gamma_3$ & $-9.2$ & $-9.0$ & $-8.7$\\
$\Delta_1$ & $-157$ & $-117$ & $-96$
\end{tabular}
\end{center}

$\Gamma_4$ is bound by only 0.14 meV, too little to survive the corrections below as a prediction. Equation~\eqref{eq:rule} misses a quarter of the numerical binding energy of $\Delta_1$, so the numerical levels are the ones to use. The ladders start 105 meV apart. Their heights above the well bottom are 283 and 388 meV, with ratio 1.37 instead of the wedge value 1.69. The wedge bounds are $-156$ meV for $\Gamma_1$ and $+114$ meV for $\Delta_1$; the second does not even show that the level is bound.

With $E_F=0$, Eq.~\eqref{eq:dos} puts $0.51\times10^{14}$ cm$^{-2}$ in $\Gamma$ and $1.10\times10^{14}$ cm$^{-2}$ in $\Delta$. The sum exceeds $N$ by 7\%, so the Thomas--Fermi well is not fully consistent with its own quantum levels. This total alone does not tell how far the density profile is off. The $\Delta$ ladder starts higher but holds more electrons, because its density of states is $2\sqrt{m_l/m_t}=4.4$ times larger.

\section{What the model leaves out}

\textit{Quantized density.} A Hartree calculation at 4.2 K uses the density of the subbands themselves as the source of $V$. The well deepens to 629 meV. The levels move to $-317$ meV ($\Gamma_1$), $-53$ meV ($\Gamma_2$) and $-187$ meV ($\Delta_1$), with the Fermi level at $-39$ meV. The ladder separation becomes 130 meV, 24\% above the Thomas--Fermi value, and $\Gamma$ holds 31\% of the charge. The mean $|z|$ is 0.29 nm in $\Gamma_1$ and 0.64 nm in $\Delta_1$: the heavier confinement mass gives the tighter state.

\textit{Exchange.} A local exchange potential for six equally filled isotropic valleys, taken to first order on the Hartree density, lowers $\Gamma_1$ by 63 meV and $\Delta_1$ by 53 meV. Both shifts are large, but they change the separation by only about 10 meV.

\textit{Valley coupling.} The two $\Gamma$ valleys differ by $2k_0$ in $k_z$. A matrix element $M$ between them splits a degenerate pair by $2|M|$. For a smooth potential, and with the lattice-periodic parts of the Bloch functions ignored, $M=\int|\psi|^2V e^{2ik_0z}\,dz$. With $k_0$ at a rough 0.85 of the distance to the zone boundary, the Hartree potential then gives a splitting of 17 to 18 meV for $\Gamma_1$. The donor cores matter more. Let a core couple every pair of valleys of an isolated donor by $-c$. The symmetric combination shifts by $-5c$ and the other five by $+c$, so a rough spread of 12 meV gives $c=2$ meV. A variational envelope with radii 2.44 and 1.40 nm has $|F(0)|^2=1/(\pi a^2b)$, hence a contact strength
\begin{equation}
U=c\,\pi a^2b\approx0.05\ \mathrm{eV\,nm^3}.
\end{equation}
For donors in one atomic plane the contributions add in phase, and the splitting $2NU|\psi(0)|^2$ is about 190 meV. This is of the order of the ladder separation. It is only an order of magnitude, because $U$ is taken from an isolated donor and the well is not recalculated with the split levels. Equal coupling is also a simplification: the measured phosphorus levels, near 45.6, 33.9 and 32.6 meV, give about 1.5 meV between opposite valleys, and hence about 140 meV. A core also acts within each valley. A contact of the same strength lowers a level by $NU|\psi(0)|^2$, about 95 meV for $\Gamma_1$ and 45 meV for $\Delta_1$, and so widens the ladder separation by some 50 meV. Donors spread over several planes contribute with phases $e^{2ik_0z_j}$, which reduces the coupling. The twofold degeneracy of $\Gamma_1$ therefore cannot be relied on in a sharp layer. Each $\Gamma$ level should be read as a pair of states, formed from the two $\pm z$ valleys and split by their coupling.

\textit{Other limits.} In the Thomas--Fermi well, $\Gamma_1$ has an rms $k_z$ of 1.3 nm$^{-1}$, while the zone boundary is only 1.7 nm$^{-1}$ from the valley minimum, so the parabolic mass is strained. In the plane the limit is passed: the Fermi ellipse of $\Delta_1$, which holds most of the charge, reaches about 1.9 nm$^{-1}$ along the $m_l$ axis, beyond the zone boundary, so the $\Delta$ valleys are not strictly parabolic or independent there. The mean donor spacing, 0.82 nm, is larger than the mean $|z|$ of either lowest state, so the smooth sheet is strained too. At 300 K, $k_BT=26$ meV is comparable with the 39 meV between the Fermi level and the band edge, so electrons can also be excited into the conduction band of the surrounding silicon, which the 4.2 K calculation does not describe. Interband tunnelling is not the limiting effect at zero bias: the well is 0.47 eV shallower than the rough 1.1 eV gap, so its levels face no valence states of the surrounding silicon.

The energies above are those of a model, not measured levels. Within it, the order of the ladders at fixed $V$ rests on Eq.~\eqref{eq:hf} alone, whereas their separation depends on screening and on the donor cores, and the splitting within the $\Gamma$ pairs on how sharply the donors are placed. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Sheet density N: 1.5e+14 cm^-2
Mass m_l: 0.92 m0
Mass m_t: 0.19 m0
Relative permittivity: 11.7
Density mass m_d: 0.3214 m0
Coefficient A: 7.68 eV^-1/2 nm^-2
TF length z0: 1.878 nm
TF depth phi0: 544.7 meV
Field at sheet: 11.6 MV/cm
q Gamma: 6.812
q Delta: 3.096
Ratio q Gamma/q Delta: 2.2
N for second Delta level: 1.614e+14 cm^-2
TF level Gamma1: -262 meV
TF level Gamma2: -49.5 meV
TF level Gamma3: -9.21 meV
TF level Gamma4: -0.144 meV
TF level Delta1: -157 meV
Airy-phase rule Gamma1: -241 meV
Airy-phase rule Gamma2: -52.1 meV
Airy-phase rule Gamma3: -9.03 meV
Airy-phase rule Delta1: -117 meV
Half-integer rule Gamma1: -220 meV
Half-integer rule Gamma2: -53.5 meV
Half-integer rule Gamma3: -8.72 meV
Half-integer rule Delta1: -96 meV
TF Delta1-Gamma1: 105 meV
Height ratio Delta1/Gamma1: 1.37
Apex-limit height ratio: 1.69
Airy bound Gamma1: -156 meV
Airy bound Delta1: 114 meV
TF-well charge in Gamma: 5.09e+13 cm^-2
TF-well charge in Delta: 1.1e+14 cm^-2
Large-q charge sum / N: 1.001
Large-q Gamma share: 0.3332
Hartree well depth: 629 meV
Hartree Gamma1: -317 meV
Hartree Gamma2: -53.1 meV
Hartree Delta1: -187 meV
Hartree Fermi level: -39 meV
Hartree Delta1-Gamma1: 130 meV
Hartree Gamma charge share: 0.309
Mean |z| Gamma1: 0.291 nm
Mean |z| Delta1: 0.64 nm
Exchange shift Gamma1: -63 meV
Exchange shift Delta1: -53 meV
Valley splitting, smooth part: 17 meV
Donor radius a: 2.44 nm
Donor radius b: 1.4 nm
Valley splitting, cores (rough): 1.9e+02 meV
rms k_z of Gamma1: 1.3 nm^-1
Valley-to-X distance: 1.7 nm^-1
Mean donor spacing: 0.82 nm
kT at 4.2 K: 0.36 meV
kT at 300 K: 26 meV
Gap minus Hartree depth (rough): 0.47 eV
\end{verbatim}
